# The oscillating electric field at the nucleus of an atom

An electric dipole moment of a nucleus couples to the electric field at the nucleus, not to the field applied from outside. When a neutral atom sits in a static uniform field, its electron cloud shifts until the field at the nucleus vanishes, and the coupling is lost. If the applied field oscillates, the electrons have to be accelerated back and forth, and the balance of forces that produced the cancellation no longer holds. How large is the field that now reaches the nucleus, and what is its phase?

## Setting and result

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, and the electron has charge $-1$. The assumptions are these.

1. The atom has $N$ nonrelativistic electrons and a point nucleus of charge $Z$, held fixed at the origin.
2. The applied field is $E\cos\omega t$ along $z$. It is uniform over the atom, so the wavelength is much longer than the atomic size, and the magnetic part of the wave is neglected.
3. Before the field is switched on, slowly, the atom is in a nondegenerate, spherically symmetric ground state.
4. The field is weak enough for linear response, and $\omega$ lies below the ionization threshold and off every resonance.

An electron at $\mathbf r$ has energy $+Ez\cos\omega t$ in the field. The Hamiltonian is therefore

$$H=H_0+E\cos\omega t\;S,\qquad S=\sum_i z_i,$$

$$H_0=\sum_i\Big(\frac{p_i^2}{2}-\frac{Z}{r_i}\Big)+\sum_{i<j}\frac{1}{r_{ij}} .$$

The dipole moment is $d=-\langle S\rangle$. It vanishes without the field, and the dynamic polarizability is defined by $d(t)=\alpha(\omega)E\cos\omega t$.

**Theorem.** Under assumptions 1–4 the total field at the nucleus is $E_{\rm nuc}(t)=R(\omega)\,E\cos\omega t$ with

$$R(\omega)=1-\frac NZ-\frac{\omega^2\alpha(\omega)}{Z}.$$

For a neutral atom, $N=Z$, this becomes $R=-\omega^2\alpha(\omega)/Z$.

The amplitude is thus $\omega^2|\alpha|/Z$ times the applied one, and the sign gives the phase. Below the first resonance $\alpha>0$, and the field at the nucleus opposes the applied field.

## Two lemmas

**Lemma 1 (field of the electrons).** The field at the nucleus is

$$E_{\rm nuc}(t)=E\cos\omega t+\langle F\rangle,\qquad F=\sum_i\frac{z_i}{r_i^3}.$$

*Proof.* A charge $q$ at $\mathbf r$ produces at the origin the field $q(\mathbf 0-\mathbf r)/r^3$. With $q=-1$ this is $+\mathbf r/r^3$, which points towards the electron, as it should. Summing the $z$ components and averaging over the electronic state gives $\langle F\rangle$. The average exists, because the $1/r^2$ growth of the integrand is offset by the volume element $r^2dr$. $\square$

**Lemma 2 (Ehrenfest equations).** With $P=\sum_i p_{iz}$,

$$\frac{d\langle S\rangle}{dt}=\langle P\rangle,\qquad \frac{d\langle P\rangle}{dt}=-NE\cos\omega t-Z\langle F\rangle .$$

*Proof.* For an operator $A$ without explicit time dependence, $d\langle A\rangle/dt=i\langle[H,A]\rangle$. Only the kinetic energy fails to commute with $S$. Since $[p_z^2/2,z]=-ip_z$,

$$i[H,S]=i(-iP)=P .$$

For $P$ the kinetic energy drops out. For any function $f$ of the coordinates $[f,p_{iz}]=i\,\partial f/\partial z_i$, so $i[f,p_{iz}]=-\partial f/\partial z_i$, which is the force. The three potential terms give the following.

- Applied field: $-\partial(Ez_i\cos\omega t)/\partial z_i=-E\cos\omega t$ for each electron, hence $-NE\cos\omega t$.
- Nuclear attraction: $-\partial(-Z/r_i)/\partial z_i=-Zz_i/r_i^3$, hence $-ZF$.
- Repulsion: for a pair, $-(\partial_{z_1}+\partial_{z_2})\,r_{12}^{-1}=(z_1-z_2)/r_{12}^3-(z_1-z_2)/r_{12}^3=0$.

The Coulomb singularity adds nothing to the kinetic commutator. If a ball of radius $\varepsilon$ around the nucleus is cut out, the surface terms contain the wave function, its first derivatives, which are bounded, and second derivatives that grow at most as $1/\varepsilon$. The area is proportional to $\varepsilon^2$, so these terms vanish with $\varepsilon$. $\square$

## Proof of the theorem

From $d=-\langle S\rangle$ and the first equation of Lemma 2, $\dot d=-\langle P\rangle$. One more derivative and the second equation give

$$\ddot d=-\frac{d\langle P\rangle}{dt}=NE\cos\omega t+Z\langle F\rangle .$$

Hence $Z\langle F\rangle=\ddot d-NE\cos\omega t$. Multiplying Lemma 1 by $Z$ and inserting this,

$$ZE_{\rm nuc}=ZE\cos\omega t+Z\langle F\rangle=(Z-N)E\cos\omega t+\ddot d .$$

Linear response has not been used so far. It enters through $d=\alpha E\cos\omega t$, so that $\ddot d=-\omega^2\alpha E\cos\omega t$. Division by $Z$ gives the theorem. $\square$

The meaning is a balance of forces. The nucleus pulls on the electrons with a force opposite to the one they exert on it. In a static field the electrons have constant momentum, so the pull of the nucleus must cancel the applied force $-NE$. For $N=Z$ the reaction then cancels the applied force on the nucleus. In an oscillating field the two forces on the electrons must differ by the rate of change of their momentum. That rate is a second time derivative of the dipole, which is the origin of $\omega^2\alpha$.

## The same result from the excitation spectrum

A second derivation shows how each transition contributes, and supplies the limit of fast fields. Let $|n\rangle$ be the real eigenstates of $H_0$ with excitation energies $\omega_n$; sums over $n$ include the continuum.

**Lemma 3 (linear response).** For a real symmetric operator $A$ that is odd under inversion,

$$\langle A\rangle=-E\cos\omega t\sum_{n}\frac{2\omega_n A_{0n}S_{n0}}{\omega_n^2-\omega^2}.$$

*Proof.* Write the state as $e^{-iE_0t}\big(|0\rangle+\sum_n c_n|n\rangle\big)$. To first order

$$i\dot c_n=\omega_nc_n+E\cos\omega t\,S_{n0}.$$

Insert $c_n=ae^{-i\omega t}+be^{i\omega t}$ and $\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2$. The two exponentials give $\omega a=\omega_na+ES_{n0}/2$ and $-\omega b=\omega_nb+ES_{n0}/2$, so

$$a=-\frac{ES_{n0}}{2(\omega_n-\omega)},\qquad b=-\frac{ES_{n0}}{2(\omega_n+\omega)} .$$

The first-order average is $\sum_n 2A_{0n}\,{\rm Re}\,c_n=\sum_n2A_{0n}(a+b)\cos\omega t$. Adding the fractions gives $a+b=-ES_{n0}\,\omega_n/(\omega_n^2-\omega^2)$. $\square$

With $A=S$ and $d=-\langle S\rangle$,

$$\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2},\qquad f_n=2\omega_n|S_{n0}|^2 .$$

The oscillator strengths $f_n$ add up to $N$. Indeed $[H_0,S]=-iP$ and $[S,P]=iN$, so $[S,[H_0,S]]=-i\,[S,P]=N$. Expanding the double commutator in the ground state gives $2\langle SH_0S\rangle-2E_0\langle S^2\rangle=\sum_n f_n$.

For the field at the nucleus $F_{0n}$ is needed. The commutators of Lemma 2 without the applied field are $i[H_0,S]=P$ and $i[H_0,P]=-ZF$. Between $\langle0|$ and $|n\rangle$ they read

$$P_{0n}=-i\omega_nS_{0n},\qquad -ZF_{0n}=-i\omega_nP_{0n}=-\omega_n^2S_{0n}.$$

Thus $F_{0n}=\omega_n^2S_{0n}/Z$. Lemma 3 with $A=F$, together with the identity $\omega_n^2/(\omega_n^2-\omega^2)=1+\omega^2/(\omega_n^2-\omega^2)$, gives

$$\frac{\langle F\rangle}{E\cos\omega t}=-\frac1Z\sum_nf_n\frac{\omega_n^2}{\omega_n^2-\omega^2}=-\frac{N+\omega^2\alpha(\omega)}{Z}.$$

Adding the applied field reproduces the theorem.

## Limits and failure of the linear result

**Slow fields.** For a neutral atom and $\omega$ far below the first resonance, $R\simeq-\omega^2\alpha(0)/Z$. The shielding is complete at $\omega=0$.

**Fast fields.** Replace the cosine by a growing field $Ee^{ut}$. The same first-order equation, with $c_n\propto e^{ut}$, gives $c_n=-ES_{n0}e^{ut}/(\omega_n-iu)$. The dipole is $\alpha(iu)Ee^{ut}$ with $\alpha(iu)=\sum_nf_n/(\omega_n^2+u^2)$. Now $\ddot d=+u^2d$, and for a neutral atom

$$R(iu)=\frac{u^2\alpha(iu)}{Z}=\frac1Z\sum_nf_n\frac{u^2}{\omega_n^2+u^2}.$$

This rises steadily with $u$, from 0 to $N/Z=1$. Transitions with $\omega_n\gg u$ still shield, and those with $\omega_n\ll u$ are too slow to do so. When the field changes faster than all electrons can follow, the nucleus feels the applied field.

**Resonances.** Near a resonance $\omega_1$ of strength $f_1$ its own term dominates, and for a neutral atom

$$R\simeq-\frac{f_1}{Z}\,\frac{\omega^2}{\omega_1^2-\omega^2}.$$

In this one-term approximation the magnitude reaches 1 at $\omega=\omega_1/\sqrt{1+f_1/Z}$. Between that frequency and $\omega_1$ the electrons enhance the field at the nucleus instead of reducing it. Just above $\omega_1$ the sign is reversed. The divergence at $\omega_1$ is not physical: the amplitude $a$ of Lemma 3 must stay small, which requires $|ES_{n0}|\ll2|\omega_n-\omega|$, and line widths have been left out.

## A nucleus that is free to move

**Proposition.** Let a neutral atom have a mobile nucleus of mass $M$ (in electron masses), and let $\alpha$ be the polarizability of this atom. Then

$$R(\omega)=-\frac{M}{M+Z}\,\frac{\omega^2\alpha(\omega)}{Z}.$$

*Proof.* Let $X$ be the average $z$ coordinate of the nucleus and $s$ the average of $\sum_iz_i$. The force on the nucleus is $M\ddot X=ZE_{\rm nuc}$, where $E_{\rm nuc}$ is now taken at the position of the nucleus. The applied force on the $Z$ electrons is $-ZE\cos\omega t$, and the pull of the nucleus is $-Z\langle F\rangle$ with $F$ taken relative to it. Together they are $-ZE_{\rm nuc}$, so $\ddot s=-M\ddot X$: the total momentum of a neutral atom is conserved. The dipole is $d=ZX-s$, hence

$$\ddot d=Z\ddot X+M\ddot X=(M+Z)\ddot X .$$

Therefore $ZE_{\rm nuc}=M\ddot X=\dfrac{M}{M+Z}\,\ddot d$, and $\ddot d=-\omega^2\alpha E\cos\omega t$ completes the proof. $\square$

For $M\to\infty$ the factor tends to 1. The restriction to neutral atoms matters, because a free ion is also accelerated as a whole. The theorem with $N\ne Z$ describes an ion whose nucleus is held in place.

## What an approximate theory must preserve

**Proposition.** Time-dependent Hartree–Fock theory in a complete basis satisfies the theorem, with its own $\alpha(\omega)$.

*Proof.* The one-particle density matrix obeys $i\dot\rho=[h+v[\rho],\rho]$, where $h$ holds the kinetic energy, the nucleus and the applied field, and $v[\rho]$ is the Hartree–Fock potential with exchange. Compared with Lemma 2, the new contributions to $d\langle P\rangle/dt$ and $d\langle S\rangle/dt$ are $i\,{\rm Tr}([v,p_z]\rho)$ and $i\,{\rm Tr}([v,z]\rho)$. Both must vanish.

The interaction energy $W[\rho]$ has the first variation $\delta W={\rm Tr}(v\,\delta\rho)$. It does not change when all electrons are shifted together, for which $\delta\rho=-i\epsilon[p_z,\rho]$. Hence

$$0={\rm Tr}\big(v[p_z,\rho]\big)={\rm Tr}\big([v,p_z]\rho\big),$$

by cyclic permutation under the trace. Nor does $W$ change under $\rho(\mathbf r,\mathbf r')\to e^{i\epsilon(z-z')}\rho(\mathbf r,\mathbf r')$, since the direct term contains the density alone and exchange contains $|\rho(\mathbf r,\mathbf r')|^2$. For this change $\delta\rho=i\epsilon[z,\rho]$, and the second trace vanishes in the same way. Lemma 2 and the proof of the theorem then carry over. $\square$

The argument needs the potential to follow the density. In an uncoupled response $v$ stays frozen at its ground-state form. The frozen cloud then exerts a net force on the displaced electrons with no reaction, and the shielding comes out wrong.

Relativistic dynamics breaks another link. For Dirac electrons the velocity operator is $c\boldsymbol\alpha_{\rm D}$, with $\boldsymbol\alpha_{\rm D}$ the Dirac matrices, and not $\mathbf p$. The first equation of Lemma 2 fails, so the term $\omega^2\alpha$ is a nonrelativistic result.

## Beryllium in numbers

Beryllium, $Z=N=4$, is treated by time-dependent Hartree–Fock theory in a large basis of $s$ and $p$ Gaussians. Its occupied orbitals are $s$ shells, and a dipole field, together with the mean field it induces, mixes only $p$ functions into them at first order. No higher angular momentum is therefore needed. Correlation beyond the mean field, relativity, nuclear recoil and line widths are left out, so the values belong to this model and not to a measured atom.

The static polarizability is 45.6 and the first dipole resonance lies at $\omega_1=0.1763$ (4.80 eV), below the ionization threshold of 0.309. In the table, "direct" means that $R$ was computed from Lemma 1, through the response of $F$. The last column uses the separately computed dipole response.

| $\omega$ | $\alpha(\omega)$ | $R$, direct | $-\omega^2\alpha/4$ |
|---|---|---|---|
| 0.05 | 49.514 | −0.03095 | −0.03095 |
| 0.10 | 66.727 | −0.16682 | −0.16682 |
| 0.15 | 161.913 | −0.91077 | −0.91076 |
| 0.20 | −152.512 | 1.52510 | 1.52512 |

For the first row the arithmetic is $0.05^2\times49.514/4=0.1238/4=0.03095$. The columns agree to about $2\times10^{-5}$ of the applied field or better. Close to the resonance the last digits depend on the basis: a converged radial basis moves $\alpha(0.15)$ to 161.919 and $R$ to $-0.91080$, and $\alpha(0.10)$ to 66.728. At $\omega=0$ the direct value is $-5\times10^{-6}$, which shows how well the finite basis keeps the force balance. The uncoupled response gives $-0.77$ there, where the correct value is zero.

At $\omega=0.05$ (1.36 eV) an applied amplitude of $10^6$ V/m leaves $3.1\times10^4$ V/m at the nucleus, in opposite phase. Using the static polarizability would give $0.05^2\times45.616/4=0.0285$, which is 8% below 0.03095. At 1 GHz, where $\omega=1.52\times10^{-7}$, the ratio is

$$R=-\frac{(1.52\times10^{-7})^2\times45.6}{4}=-2.6\times10^{-13}.$$

The smallness at radio frequencies comes from $\omega^2$, since $\alpha/Z$ is about 11.

The field at the nucleus first equals the applied one in magnitude at $\omega=0.1519$, which is $0.8614\,\omega_1$. If the single-resonance formula is applied here, $f_1/Z=1/0.8614^2-1=0.348$, so the effective strength is $f_1\simeq1.39$, close to the strength 1.38 that this transition has in the model. The same formula then predicts at $\omega=0.20$

$$R\simeq0.348\times\frac{0.0400}{0.0400-0.0311}=1.56,$$

about 2% above the full value of 1.525. One transition thus accounts for most of the response on both sides of the resonance. At $\omega=0.20$, above the resonance, the field at the nucleus is in phase with the applied field and half as large again. This size belongs to the model: the measured line of beryllium lies near 5.28 eV ($\omega=0.194$), so in the real atom $\omega=0.20$ is much closer to resonance and the enhancement is several times larger.

For growing fields $R(iu)$ is 0.087, 0.417, 0.809 and 0.993 at $u=0.1$, 1, 10 and 100, and the oscillator strengths add up to 4.000. The shielding is lost gradually, over three decades in $u$.

The ion Be$^{2+}$, with its nucleus held fixed, checks the term $1-N/Z$. Its static ratio is 0.500. At $\omega=3$, with $\alpha=0.0797$, the theorem gives $0.5-9\times0.0797/4=0.3207$, and the direct value is also 0.3207.

## Correlated helium and a light nucleus

Helium tests the theorem beyond the mean field. All two-electron configurations in a Gaussian basis are included, up to orbital angular momentum $l_{\max}$. The basis is finite, so this is not an exact solution. At $\omega=0.4$ with a fixed nucleus, $l_{\max}=3$ gives $\alpha=1.699$ and

$$-\frac{0.4^2\times1.699}{2}=-0.1359,$$

while the direct value is $-0.1348$. The difference is 0.8% of the predicted ratio.

The angular cutoff leaves such a residue, to which the finite radial basis may add. The operators $P$ and $S$ turn an orbital of angular momentum $l$ into a mixture of $l-1$ and $l+1$, so a basis cut off at $l_{\max}$ is not closed under them. Within this basis the electron repulsion no longer commutes exactly with $P$ and $S$, as Lemma 2 requires. In line with this, the difference between the two sides shrinks from 0.0265 to 0.0035 and 0.0011 of the applied field as $l_{\max}$ goes from 1 to 2 and 3.

To make recoil visible, the nucleus is given the artificial mass $M=4$, in electron masses. The recoil factor is then $4/(4+2)=2/3$. In the frame where the total momentum is zero, the nucleus carries momentum $-\sum_i\mathbf p_i$, and its kinetic energy $(\sum_i\mathbf p_i)^2/2M$ is added to the Hamiltonian. This atom has $\alpha=3.791$ at $\omega=0.4$, and the proposition gives

$$R=-\frac23\times\frac{0.16\times3.791}{2}=-0.2022 .$$

The direct value is $-0.2002$, which differs by 1% of the predicted ratio; this difference too shrinks when $l=3$ is added. These digits are not converged in the radial basis: other radial sets at the same $l_{\max}$ give $\alpha=3.80$, a prediction of $-0.2027$ and a direct value near $-0.201$. Without the recoil factor the prediction would be $-0.303$, far outside the residue. The numerical output gives the remaining digits.

## Computed results

```
Be Hartree-Fock energy: -14.57302 hartree
Be ionization threshold (orbital energy): 0.3093 hartree
Be static polarizability: 45.616 a.u.
Be static E_nuc/E, direct: -4.8e-06
Be first resonance: 0.1763 hartree = 4.798 eV
Be: w (a.u.), alpha (a.u.), E_nuc/E direct, -w^2 alpha/Z
  0.05      49.514   -0.03095   -0.03095
  0.10      66.727   -0.16682   -0.16682
  0.15     161.913   -0.91077   -0.91076
  0.20    -152.512    1.52510    1.52512
Be: E_nuc = -E at w = 0.1519 a.u. = 0.861 of the resonance
Be, imaginary frequency iu: u (a.u.), E_nuc/E direct, u^2 alpha/Z
    0.1  0.0869  0.0869
    1.0  0.4173  0.4173
   10.0  0.8085  0.8085
  100.0  0.9927  0.9927
Be sum of oscillator strengths: 4.0001
Be static E_nuc/E, uncoupled response: -0.7704
Be at w = 0.05 a.u. (1.361 eV), applied 1e+06 V/m: nucleus -3.095e+04 V/m
Be at 1 GHz: w = 1.520e-07 a.u., E_nuc/E = -2.63e-13
Be2+: w (a.u.), alpha (a.u.), E_nuc/E direct, formula
  0.0  0.05186  0.50000  0.50000
  3.0  0.07970  0.32068  0.32069
He, configuration interaction, w = 0.4 a.u.
  l_max, 1/M, energy (hartree), alpha (a.u.), direct, formula
  1  0.00  -2.90045  1.6786  -0.10775  -0.13429
  2  0.00  -2.90269  1.6981  -0.13239  -0.13585
  3  0.00  -2.90321  1.6987  -0.13483  -0.13590
  2  0.25  -2.31070  3.7932  -0.19664  -0.20231
  3  0.25  -2.31152  3.7909  -0.20022  -0.20218
```
